# Nuclear Gradients of Density-Fitted MP2 with a Fitted Hartree–Fock Reference, part 2

We seek the exact derivative $dE/dx$ of the closed-shell density-fitted MP2 (DF-MP2) energy $E=E_{\rm HF}+E_c$, with a density-fitted Hartree–Fock reference, along a nuclear coordinate $x$ (SI units). Real orbitals $\phi_p=\sum_\mu\chi_\mu C_{\mu p}$ are occupied ($i,j,k$), virtual ($a,b,c$) or general ($p,q$); $P,Q$ label auxiliary functions. $h$ is the one-electron operator, $S$ the overlap, $V_{nn}$ the nuclear repulsion, $V_{PQ}=(P|Q)$ the metric, $\varepsilon_p$ the orbital energies, $f=C^TFC$; nucleus $A$ has charge $Z_Ae$ at $\mathbf R_A$. Superscript $x$ differentiates basis-function integrals. Fitted integrals use auxiliary set JK in $G$ and $A$, set RI in $K$ and with $Y$:
$$(\mu\nu|\lambda\sigma)=\sum_{PQ}(\mu\nu|P)V^{-1}_{PQ}(Q|\lambda\sigma),\qquad c^P_{\mu\nu}=\sum_QV^{-1}_{PQ}(Q|\mu\nu),$$
$$G[D]_{\mu\nu}=\sum_{\lambda\sigma}D_{\lambda\sigma}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right],\qquad F=h+G[D^0],\qquad D^0_{\mu\nu}=2\sum_iC_{\mu i}C_{\nu i},$$
$$E_{\rm HF}=V_{nn}+{\rm tr}D^0h+\tfrac12{\rm tr}D^0G[D^0],\qquad E_c=\sum_{ijab}\tilde T^{ab}_{ij}K^{ab}_{ij},\qquad K^{ab}_{ij}=(ia|jb),$$
$$T^{ab}_{ij}=-K^{ab}_{ij}/\Delta^{ab}_{ij},\quad\Delta^{ab}_{ij}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j,\quad\tilde T^{ab}_{ij}=2T^{ab}_{ij}-T^{ba}_{ij},$$
$$Y^P_{ia}=\sum_{jb}\tilde T^{ab}_{ij}c^P_{jb},\quad P_{ab}=2\sum_{ijc}\tilde T^{ac}_{ij}T^{bc}_{ij},\quad P_{ij}=-2\sum_{kab}\tilde T^{ab}_{ik}T^{ab}_{jk},\quad P_{ai}=P_{ia}=0,$$
$$R(T)^{ab}_{ij}=\sum_c(f_{ac}T^{cb}_{ij}+f_{bc}T^{ac}_{ij})-\sum_k(f_{ki}T^{ab}_{kj}+f_{kj}T^{ab}_{ik}),$$
$$A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|bi),$$
$$L_{ai}=2G[P]_{ai}+2\sum_{bP}(ab|P)Y^P_{ib}-2\sum_{jP}(ij|P)Y^P_{ja}.$$
Assumptions: (a) an RHF solution with $C^TSC=1$ and $f_{ai}=0$, all electrons correlated; (b) all $\Delta>0$; (c) both metrics invertible and inverted in full; (d) $A$ nonsingular.

$\bar P$ equals $P$ with $\bar P_{ai}=\bar P_{ia}=z_{ai}$; $D=D^0+\bar P$, $D'=\frac12D^0+\bar P$.

*Theorem, to be proved* (matrices carried to basis functions by $M\to CMC^T$):
$$\frac{dE}{dx}=V_{nn}^x+{\rm tr}Dh^x-{\rm tr}WS^x+\sum_{\rm JK,\,RI}\Big[\sum_{\mu\nu P}\Gamma^P_{\mu\nu}(\mu\nu|P)^x+\sum_{PQ}\Gamma^{PQ}V^x_{PQ}\Big],$$
where for each set $\Gamma^{PQ}=-\frac12\sum_{\mu\nu}c^P_{\mu\nu}\Gamma^Q_{\mu\nu}$, and
$$\text{RI: }\ \Gamma^P_{\mu\nu}=4\sum_{ia}C_{\mu i}Y^P_{ia}C_{\nu a},\qquad\text{JK: }\ \Gamma^P=D'd_0^P+D^0d'^P-D'c^PD^0,$$
with $d^P_0={\rm tr}D^0c^P$ and $d'^P={\rm tr}D'c^P$.

*Lemma 1.* For fixed $\Gamma_{\mu\nu\lambda\sigma}=\Gamma_{\lambda\sigma\mu\nu}$, $E_4=\sum\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)$ has $E_4^x=\sum\Gamma^P_{\mu\nu}(\mu\nu|P)^x+\sum\Gamma^{PQ}V^x_{PQ}$ with $\Gamma^P_{\mu\nu}=2\sum_{\lambda\sigma}\Gamma_{\mu\nu\lambda\sigma}c^P_{\lambda\sigma}$ and $\Gamma^{PQ}$ as above. *Remark 1 (sum rules).* $\sum\Gamma^P_{\mu\nu}(\mu\nu|P)=2E_4$, $\sum\Gamma^{PQ}V_{PQ}=-E_4$.

*Remark 2.* Mixing auxiliary functions among themselves leaves $E_4$ unchanged: the three-index and metric changes cancel.

*Lemma 2.* $E_H=\sum\tilde T\,[2K+R(T)]$ is (i) unchanged when occupied orbitals are rotated among themselves, virtual orbitals among themselves, and $T$ accordingly; (ii) at the RHF solution stationary in $T$, where $K+R(T)=0$, with value $E_c$; (iii) $\sum\tilde TR(T)={\rm tr}Pf$.

*Lemma 3.* For
$$\mathcal L=E_{\rm HF}+{\rm tr}\bar Pf+2\sum\tilde TK-{\rm tr}W(C^TSC-1)$$
and $C\to C(1+U)$ at fixed $T,z,W$, $\delta\mathcal L=\sum_{pq}(X_{pq}-2W_{pq})U_{pq}$ with
$$X_{pi}=4f_{pi}+2(f\bar P)_{pi}+4G[\bar P]_{pi}+4\sum_{aP}(pa|P)Y^P_{ia},\qquad X_{pa}=2(f\bar P)_{pa}+4\sum_{iP}(pi|P)Y^P_{ia}.$$

*Lemma 4.* $\mathcal L$ is stationary in $C$ if and only if $Az=-L$ and $W=\frac14(X+X^T)$.

*Remark 3.* For a rotation $U_{ai}=\kappa_{ai}=-U_{ia}$, $\delta f=A\kappa$; $4A$ is the RHF Hessian for real rotations.

## Proof of the theorem

By Remark 3, $A$ is the Jacobian of the conditions $f_{ai}=0$, so (d) and the implicit function theorem give orthonormal RHF orbitals $C(x)$ that depend smoothly on $x$; they need not stay canonical. By (b), $K+R(T)=0$ has a smooth solution $T(x)$. Hold $z$ and $W$ at their values for the reference geometry. Along this path both constraints vanish and $E_H=E_c$, so $\mathcal L=E$ for all $x$, and
$$\frac{dE}{dx}=\frac{\partial\mathcal L}{\partial x}+\frac{\partial\mathcal L}{\partial T}\frac{dT}{dx}+\frac{\partial\mathcal L}{\partial C}\frac{dC}{dx}=\frac{\partial\mathcal L}{\partial x}$$
by Lemmas 2 and 4. Only integrals are differentiated. Inserting $F=h+G[D^0]$,
$$\mathcal L=V_{nn}+{\rm tr}(D^0+\bar P)h+{\rm tr}(\tfrac12D^0+\bar P)G[D^0]+2\sum\tilde TK-{\rm tr}WS+\text{const},$$
which yields the first three terms of the theorem and two fitted energies.

For set RI, $E_4=2\sum\tilde TK=2E_c$ and $\Gamma_{\mu\nu\lambda\sigma}=2\sum\tilde T^{ab}_{ij}C_{\mu i}C_{\nu a}C_{\lambda j}C_{\sigma b}$, which is pair symmetric. Lemma 1 gives $\Gamma^P_{\mu\nu}=4\sum C_{\mu i}C_{\nu a}\sum_{jb}\tilde T^{ab}_{ij}c^P_{jb}$, the stated form, and $\Gamma^{PQ}=-2\sum c^P_{ia}Y^Q_{ia}$.

For set JK, $E_4={\rm tr}D'G[D^0]$. The Coulomb coefficient $D'_{\mu\nu}D^0_{\lambda\sigma}$ may be replaced by its pair-symmetric average because the integral is pair symmetric, and the exchange coefficient is pair symmetric already:
$$\Gamma_{\mu\nu\lambda\sigma}=\tfrac12(D'_{\mu\nu}D^0_{\lambda\sigma}+D^0_{\mu\nu}D'_{\lambda\sigma})-\tfrac12D'_{\mu\lambda}D^0_{\nu\sigma}.$$
Then $2\sum\Gamma_{\mu\nu\lambda\sigma}c^P_{\lambda\sigma}=D'_{\mu\nu}d_0^P+D^0_{\mu\nu}d'^P-\sum D'_{\mu\lambda}c^P_{\lambda\sigma}D^0_{\sigma\nu}$. $\blacksquare$

## Remarks on use and validity

*Assignment to atoms.* A function $\chi(\mathbf r-\mathbf R_A)$ has $\partial\chi/\partial\mathbf R_A=-\nabla\chi$. Only the part $\bar\Gamma^P$ of $\Gamma^P$ symmetric in $\mu\nu$ contributes, so for atom $A$ the two terms are
$$-2\sum_{\mu\in A,\nu,P}\bar\Gamma^P_{\mu\nu}(\nabla\mu\,\nu|P)-\sum_{\mu\nu,P\in A}\bar\Gamma^P_{\mu\nu}(\mu\nu|\nabla P),\qquad-2\sum_{P\in A,Q}\Gamma^{PQ}(\nabla P|Q).$$
Every integral is unchanged by a common translation, so each term of the theorem sums to zero over atoms. Rotating the nuclei while the functions keep their orientation is equivalent to mixing functions within complete shells. The energy is invariant, but by Remark 2 the auxiliary mixing cancels only between three-index and metric terms, so zero torque is not guaranteed term by term.

*Hartree–Fock limit.* For $T=0$, $P$, $Y$, $L$ and $z$ vanish, $W_{ij}=2\varepsilon_i\delta_{ij}$, and $\Gamma^P=D^0d_0^P-\frac12D^0c^PD^0$: the DF-RHF gradient.

*One-electron perturbations.* If only $h$ changes, $dE={\rm tr}D\,\delta h$. A field $\mathbf F$ adds $e\mathbf F\cdot\mathbf r$ to $h$, so the MP2 dipole is $e\sum Z_A\mathbf R_A-e\,{\rm tr}D\mathbf r$ with the relaxed density $D$, which includes $z$.

*Changed assumptions.* With an unfitted reference, the JK pair is replaced by four-centre derivative integrals contracted with the $\Gamma_{\mu\nu\lambda\sigma}$ above. With a frozen core, Lemma 2(i) no longer covers core–valence rotations, and further multipliers are needed. If small eigenvalues of $V$ are discarded, the identity for $(V^{-1})^x$ fails because the retained subspace moves. If a $\Delta^{ab}_{ij}$ vanishes, $E_c$ diverges unless $K^{ab}_{ij}$ and $K^{ba}_{ij}$ vanish as well. If an eigenvalue of $A$ approaches zero, at an RHF instability, $z$ diverges unless $L$ is orthogonal to that mode. The gradient depends on $z$ through $D$, $D'$ and also $W$. Let $X_z$ and $W_z$ be the parts of $X$ and $W$ linear in $z$. For $U=-\frac12C^TS^xC$, which restores orthonormality to first order, Lemma 3 gives $\sum X_zU=-{\rm tr}W_zS^x$. The $z$-dependent part of the gradient is therefore $2\sum z_{ai}B^x_{ai}$, where $B^x_{ai}$ is the derivative of $f_{ai}$ from the integral derivatives together with this re-orthonormalization. A gradient component then diverges too unless $B^x$ is orthogonal to the mode.

## Worked example

The system is triangular MgB$_2$ at a chosen asymmetric geometry, B$_1$ at $(0,0)$, B$_2$ at $(160,0)$ and Mg at $(70,220)$ pm, with def2-SVP (46 functions, 11 occupied and 35 virtual orbitals), def2-universal-JKFIT (262) and def2-SVP-RI (140). The reference is a local minimum of the real closed-shell RHF energy. It is not the solution on which SCF iterations from minimal-basis, atomic-density or Hückel guesses converge: that one lies 0.00076 aJ higher and is a saddle point, with lowest eigenvalue of $A$ equal to $-0.0072$ aJ. The unstable mode is odd under reflection in the molecular plane, so the energy is even along it, and the reference is one of the two mirror-image minima of equal energy reached by following it either way. Each breaks the reflection symmetry and has an out-of-plane RHF dipole of $\pm4.76\times10^{-30}$ C m. The energies are $E_{\rm HF}=-1083.7721$ aJ and $E_c=-0.9348$ aJ, in total $-1084.7069$ aJ or $-248.8006\,E_h$. With the same orbitals, four-centre integrals lower $E_c$ by $2.4\times10^{-5}$ aJ, which is $2.6\times10^{-5}$ of $|E_c|$. The block traces of $P$ are $\pm0.351$. The sum rules read $4\times(-0.93483)=-3.7393$ aJ and $-2\times(-0.93483)=1.8697$ aJ for RI, and $2\times571.71=1143.42$ aJ and $-571.71$ aJ for JK, as printed.

Two components of $dE/dx$, in nN:

| term | B$_1$, $x$ | Mg, $y$ |
|---|---|---|
| $V_{nn}^x$ | 304.045 | −474.241 |
| ${\rm tr}Dh^x$ | −1255.003 | 1209.283 |
| $-{\rm tr}WS^x$ | 38.835 | −14.989 |
| JK three-index | 1129.735 | −1191.081 |
| JK metric | −230.785 | 477.472 |
| RI three-index | 2.248 | −1.774 |
| RI metric | −0.449 | 0.776 |
| total | −11.373 | 5.446 |

For Mg the running sum is $-474.241+1209.283=735.042$, then $720.053$, $-471.028$, $6.444$, $4.670$ and $5.446$ nN, which is $5.446/82.387=0.0661\,E_h/a_0$. Central differences of re-converged energies with a step of 0.053 pm agree with all six in-plane components to $2.6\times10^{-6}$ nN, against a largest component of 11.92 nN.

Dropping both metric terms changes the Mg component by $477.472+0.776=478.248$ nN, to $-472.80$ nN. That truncated gradient $\mathbf g$ has $\sum(xg_y-yg_x)=160(219.475)+70(-472.802)-220(14.532)=-1177$ pm nN $=-1.177$ aJ, whereas the full gradient gives about $10^{-11}$ aJ. Even the RI metric term alone, 0.776 nN, is 14% of the total component.

The size of the Z-vector is unexpected. Its norm is 6.88 and its largest element 6.58, while $\|L\|=0.479$ aJ. The lowest eigenvalue of $A$ is 0.0127 aJ, against an orbital gap of 0.997 aJ, so the reference is stable against real closed-shell rotations, but only as the bottom of a very shallow double well. At the saddle point between the two wells, where $A$ is also nonsingular and the theorem also applies, $L$ has no component along the soft mode, $\|z\|=0.51$, and the B$_2$ $x$ and Mg $y$ components of the gradient are 0.48 and 1.10 nN. At that saddle point the matrix for rotations that break spin symmetry, $A$ without the term $4(ai|bj)$, has an eigenvalue of $-0.43$ aJ, and at the reference one of $-0.39$ aJ, so both solutions are unstable towards spin-unrestricted ones. In the eigenbasis of $A$, $z_k=-L_k/\lambda_k$, so all modes with $\lambda_k\ge0.5$ aJ together supply a norm of at most $0.479/0.5=0.96$; the bulk of $z$ must come from softer modes. The lowest mode supplies nearly all of it: its component of $L$ has magnitude 0.087 aJ, which gives $|z_k|=6.86$, and the remaining modes add a norm of about 0.55. The effect on observables is large. The $y$ dipole is $18.60\times10^{-30}$ C m in RHF, $18.07\times10^{-30}$ with $z=0$ and $4.20\times10^{-30}$ with the relaxed density, and the finite-field derivative gives the last value. Setting $z=0$ in the gradient changes the B$_2$ $x$ component from 11.92 to $-3.47$ nN, an error of 15.39 nN with the wrong sign. The correlation part of the B$_1$ $x$ component, $-10.81$ nN, is 19 times the RHF value of $-0.56$ nN. A symmetric $2\times2$ block with off-diagonal element 6.58 has eigenvalues at least $2\times6.58>13$ apart, and by eigenvalue interlacing those of $D$ in the orbital basis spread at least as far, so they cannot lie within the range 0 to 2 of physical occupations. The numbers are thus the exact derivative of the DF-MP2 energy, which is what the theorem asserts, but at this geometry they should not be read as reliable forces on the molecule. They are also not converged in the basis. With def2-TZVP (and def2-TZVP-RI) the double well persists, but its depth is 0.0025 aJ, the lowest eigenvalue of $A$ is 0.021 aJ, $\|z\|=5.0$ and $E_c=-1.856$ aJ. The out-of-plane RHF dipole is $\pm5.86\times10^{-30}$ C m, the RHF and relaxed $y$ dipoles are $18.83$ and $6.70\times10^{-30}$ C m, and the Mg $y$ gradient is 5.43 nN (5.17 nN with cc-pVDZ).

Separate checks of the three-index and metric terms need care. With $I$ the three-centre integrals and $V$ frozen, a plain central difference of $IV^{-1}I$ with step $h$ (here a displacement, not the one-electron operator), contracted with a pair-symmetric $\Gamma$ so that the cross terms $I_+V^{-1}I_-$ and $I_-V^{-1}I_+$ cancel, equals $\frac{1}{2h}(I_+-I_-)V^{-1}(I_++I_-)$, which differs from the wanted $\frac1{2h}(I_+-I_-)V^{-1}2I_0$ by a term containing $V^{-1}(I_++I_--2I_0)$. This term is of order $h^2$ but need not be small at practical steps. For the JK set the plain difference is off by up to 0.65 nN in the worst component (by 0.015 nN for Mg $y$, and four times as much when the step is doubled), while the form without that term agrees to within $2.4\times10^{-5}$ nN. The numerical check that follows asserts Lemma 2 in randomly rotated orbitals, Lemma 3 for a random $U$, the symmetry of $X$ block by block, each gradient term, the total, the dipole and the invariances.

## Computed results

```
MgB2 molecule, DF-RHF/DF-MP2, def2-svp def2-universal-jkfit def2-svp-ri
B  position x,y = 0.0, 0.0 pm
B  position x,y = 160.0, 0.0 pm
Mg position x,y = 70.0, 220.0 pm
nAO=46 nocc=11 nvir=35 nJK=262 nRI=140
1 Eh = 4.359745 aJ, 1 Eh/a0 = 82.3872 nN, FD step = 0.05292 pm
cond V: JK 1.25e+08, RI 1.04e+06
E(DF-RHF) = -1083.77209 aJ; four-centre minus DF = -1.35e-04 aJ
E_corr = -0.934827 aJ; four-centre minus DF = -2.41e-05 aJ
E(DF-MP2) = -1084.70692 aJ = -248.800558 Eh
HOMO-LUMO gap = 0.9969 aJ
lowest Z-vector matrix eigenvalue = 0.0127 aJ
tr P_vv = 0.351264, tr P_oo = -0.351264
norm L = 0.47853 aJ, norm z = 6.88072, max|z| = 6.57717
max|X-X^T|: z=0 3.26e-01 aJ, with z 2.6e-09 aJ
RI sums: G3.I = -3.739309 aJ, G2.V = 1.869655 aJ
JK sums: G3.I = 1143.4203, G2.V = -571.7101, E4 = 571.7101 aJ
dipole RHF          x,y = -0.9680, 18.6004 e-30 C m
dipole unrelaxed    x,y = -0.9239, 18.0705 e-30 C m
dipole relaxed      x,y = -0.1011, 4.2016 e-30 C m
dipole finite field x,y = -0.1011, 4.2016 e-30 C m
gradient in nN:  B1x B1y B2x B2y Mgx Mgy
Vnn           304.0451   247.4830  -318.0654   226.7584    14.0202  -474.2414
D.h         -1255.0034  -621.8053  1298.9573  -587.4773   -43.9539  1209.2826
-W.S           38.8352     7.4586   -39.5471     7.5304     0.7118   -14.9891
JK 3-idx     1129.7354   619.2229 -1173.4801   571.8577    43.7446 -1191.0807
JK metric    -230.7847  -255.2470   245.8494  -222.2253   -15.0647   477.4723
RI 3-idx        2.2480     0.9678    -2.2569     0.8059     0.0090    -1.7736
RI metric      -0.4490    -0.3892     0.4644    -0.3865    -0.0155     0.7757
total         -11.3732    -2.3092    11.9217    -3.1366    -0.5484     5.4459
FD MP2        -11.3732    -2.3092    11.9217    -3.1366    -0.5484     5.4459
RHF            -0.5636    -0.5422     0.7677    -0.9205    -0.2041     1.4628
corr part     -10.8096    -1.7670    11.1540    -2.2161    -0.3444     3.9831
z=0             3.6269     0.1326    -3.4664    -0.3870    -0.1605     0.2544
no metric     219.8604   253.3269  -234.3921   219.4752    14.5318  -472.8021
tot Eh/a0    -0.138046  -0.028029   0.144703  -0.038072  -0.006657   0.066101
max dev from FD: MP2 2.6e-06 nN, RHF 4.5e-06 nN
max dev from FD, single terms: 2.4e-05 nN
max dev, 3-idx+metric moved together: JK 7.4e-06 nN, RI 5.7e-08 nN
plain FD with JK metric frozen, dev of 3-idx term: 6.5e-01 nN
max dev from FD: z=0 15.3881 nN, no metric 478.2480 nN
max net force of any term = 1.3e-12 nN
torque z: total -1.2e-11 aJ, no metric -1.1771 aJ
```
